\section*{Orthogonality catastrophe on finite chains and the photoemission edge}

\section*{Problem}

Noninteracting spinless electrons occupy an open chain of $L$ sites with hopping $t>0$, $H_0=-t\sum_n(c_n^\dagger c_{n+1}+\text{h.c.})$. A core hole lowers the energy of site 1 by $u>0$, so that $H=H_0-u\,c_1^\dagger c_1$. The $N$-electron ground states of $H_0$ and $H$ are $|\Phi_0\rangle$ and $|\Phi_0'\rangle$, with energies $E_0^{\rm tot}$ and $E_0'^{\rm tot}$, and $S=\langle\Phi_0|\Phi'_0\rangle$. Set $\hbar=1$.

(a) Find the phase shift $\delta$ and the levels of $H$.

(b) How does $|S|^2$ depend on $N$ at fixed filling $N/L$?

(c) What changes if a bound level is left empty, or if there are several channels?

(d) How does the answer to (b) appear in the ground-state energy and in the core photoemission line?

(e) Check the results numerically.

\section*{Solution}

\subsection*{(a) Phase shift and levels}

In the band, $E=-2t\cos k$ and $\psi_n=\sin(kn+\delta)$. The equation at site 1 agrees with the bulk equation if $-u\psi_1=-t\psi_0$, that is,
\[
u(\sin k\cos\delta+\cos k\sin\delta)=t\sin\delta
\;\Rightarrow\;
\tan\delta=\frac{u\sin k}{t-u\cos k}.
\]
We take the continuous branch with $\delta=0$ at the band top, $k=\pi$; then $0<\delta<\pi$ inside the band. The condition $\psi_{L+1}=0$ gives
\begin{equation}
k'_j=\frac{\pi j-\delta(k'_j)}{L+1},\qquad k_j=\frac{\pi j}{L+1},
\end{equation}
with and without the hole. With $E(x)=-2t\cos[\pi x/(L+1)]$, the levels are $E_j=E(j)$ and $E'_j=E(j-a_j)$, where $a_j=\delta(k'_j)/\pi$: the hole moves each level down by a fraction $a_j$ of a spacing.

On a long chain a bound state $\psi_n\propto x^n$ has $E=-t(x+1/x)$, and the end equation gives $x=t/u$. It exists for $u>t$, at $E_b=-(u+t^2/u)$. Then $\delta\to\pi$ at the band bottom, and the bound level replaces $j=1$.

\subsection*{(b) The overlap}

Let $\varphi_i,\varphi'_j$ be the orbital amplitudes on site 1. Taking $\langle i|H-H_0|j'\rangle$ in two ways gives
\[
\langle i|j'\rangle=\frac{-u\,\varphi_i\varphi'_j}{E'_j-E_i}.
\]
The amplitudes follow from the determinant ratio
\[
\frac{\det(z-H)}{\det(z-H_0)}=1+u\sum_i\frac{\varphi_i^2}{z-E_i}
=\frac{\prod_j(z-E'_j)}{\prod_i(z-E_i)} .
\]
Its residue at $E_i$, and the residue of the inverse ratio at $E'_j$, give
\[
u\varphi_i^2=\frac{\prod_j|E_i-E'_j|}{\prod_{k\ne i}|E_i-E_k|},\qquad
u\varphi_j'^2=\frac{\prod_i|E'_j-E_i|}{\prod_{k\ne j}|E'_j-E'_k|}.
\]
Denote by $O,O'$ the occupied and by $M,M'$ the empty levels of $H_0,H$, and by $[XY]$ the product of $|E_x-E_y|$ over $x\in X$, $y\in Y$, without coincident pairs. The Cauchy determinant gives $|\det(E'_j-E_i)^{-1}|^2=[OO][O'O']/[OO']^2$. Hence
\begin{align}
|S|^2&=\frac{[OO'][OM']}{[OO][OM]}\,
\frac{[O'O][O'M]}{[O'O'][O'M']}\,
\frac{[OO][O'O']}{[OO']^2}\nonumber\\
&=\frac{[OM'][O'M]}{[OM][O'M']}
=\prod_{i\le N<m}\frac{(E'_m-E_i)(E_m-E'_i)}{(E_m-E_i)(E'_m-E'_i)} .
\label{prod}
\end{align}

The logarithm of one factor is minus a mixed difference of $\ln[E(x)-E(y)]$, so it equals
\[
-\int_{m-a_m}^{m}\!dx\int_{i-a_i}^{i}\!dy\;K(x,y),\qquad
K=\partial_x\partial_y\ln[E(x)-E(y)].
\]
Put $\theta=\pi/(L+1)$. Since $E(x)-E(y)=4t\sin\frac{\theta(x+y)}2\sin\frac{\theta(x-y)}2$,
\[
K=\frac{\theta^2}{4}\left[\frac1{\sin^2\frac{\theta(x-y)}2}-\frac1{\sin^2\frac{\theta(x+y)}2}\right]
=\frac1{(x-y)^2}+O(L^{-2}).
\]
The second sine stays away from zero because one level lies below and the other above the Fermi level. There are $O(L^2)$ pairs, so the remainder contributes $O(1)$ to $\ln|S|^2$.

In the leading term put $r=m-i$. Both levels lie within $r$ spacings of the Fermi level, hence $a_ia_m=a^2+O(r/L)$, where $a=\delta(k_F)/\pi$. There are $r$ pairs for each $r$ up to $\min(N,L-N)$. The correction sums to $\sum_r r\,(r/L)/r^2=O(1)$. For equal shifts the double integral gives $\ln(1-a^2/r^2)=-a^2/r^2+O(r^{-4})$, and the higher terms, multiplied by $r$, also have a convergent sum. Therefore
\begin{equation}
\ln|S|^2=-a^2\sum_{r\lesssim N}\frac{r}{r^2}+O(1)
\;\Rightarrow\;
|S|^2\sim C\,N^{-\alpha},\quad \alpha=\left(\frac{\delta}{\pi}\right)^2 .
\label{law}
\end{equation}
The amplitude $|S|$ has half this exponent. Band curvature and the energy dependence of $\delta$ enter $C$. A bound level changes one level $i=1$; its factors are $1+O(1/L)$ for each of the $O(L)$ empty levels, and again affect $C$.

For energy ranges around the Fermi level well above the level spacing and well below the bandwidth, each doubling of the range adds nearly the same amount, $\alpha\ln2$, to $-\ln|S|^2$. With a gap at the Fermi level both before and after the hole is created, all differences between an occupied and an empty level in (\ref{prod}) would stay finite, the factors of band-level pairs would be $1+O(L^{-2})$, and the overlap would tend to a constant. This needs the gap to survive in $H$: if the hole is strong enough to pull an empty level through the whole gap, the final ground state leaves an extended state at the top of the filled band empty, and the overlap again vanishes as $L$ grows.

\subsection*{(c) Empty bound level and several channels}

If the bound level is left empty, the final occupied levels are $E'_2,\dots,E'_{N+1}$. Pair $E'_{i+1}=E(i-(a_{i+1}-1))$ with $E_i$: the shift is now $a-1$. The bound level is paired with the top level $E_L$, and its factors with the occupied levels are $1+O(1/L)$. The exponent becomes
\begin{equation}
\alpha_{\rm empty}=(1-\delta/\pi)^2 .
\end{equation}
Thus $\delta$ in (\ref{law}) must not be reduced modulo $\pi$.

Suppose that the one-electron states separate into channels and that each channel holds the same number of electrons in both ground states. (If an electron changed channel, the two states would be orthogonal and $S=0$.) The overlap determinant is then a product of channel determinants, and
\begin{equation}
\alpha=\sum_c(\delta_c/\pi)^2 .
\end{equation}
Two spin directions with the same $\delta$ give $2(\delta/\pi)^2$.

\subsection*{(d) Energy and photoemission line}

\paragraph{Energy.} Expand $E(k'_j)$ about $k_j$, including $\delta(k')=\delta-\delta\,\delta_k/(L+1)+\dots$, where subscripts $k$ denote derivatives:
\begin{align*}
E'_j-E_j&=-\frac{\delta E_k}{L+1}+\frac{\delta\delta_kE_k+\frac12\delta^2E_{kk}}{(L+1)^2}+\dots\\
&=-\frac{\delta E_k}{L+1}+\frac1{2(L+1)^2}\frac{d}{dk}(\delta^2E_k)+\dots
\end{align*}
Take half filling, $L=2N$, and $u<t$. The sum over $j\le N$ is a midpoint sum with upper limit $(N+\frac12)\theta=\pi/2$. With Fermi velocity $v=E_k(k_F)$,
\begin{equation}
E_0'^{\rm tot}-E_0^{\rm tot}=-\frac1\pi\int_{-2t}^{E_F}\!\delta\,dE+\frac{\pi v}{L+1}\,\frac{\alpha}{2}+\dots
\label{energy}
\end{equation}
The first term is the threshold $\Delta$ of the infinite chain; the second measures $\alpha$ without any overlap.

\paragraph{Decay in time.} After sudden creation of the hole, the line is determined by
$G(\tau)=\langle\Phi_0|e^{iH_0\tau}e^{-iH\tau}|\Phi_0\rangle$.
We keep $u<t$, so that there is no bound level; otherwise final states with that level empty would add to $G$ a second term with the exponent $\alpha_{\rm empty}$ of (c). For long times we use a low-energy model: equally spaced levels, $\varepsilon=\pi v/(L+1)$, above a deep filled sea. Define
$b_n=n^{-1/2}\sum_k c_k^\dagger c_{k+n}$ for $n\ge1$, where $k$ now numbers levels. In $[b_n,b_m^\dagger]$ the terms cancel for $n\neq m$; for $n=m$ there remains $n^{-1}\sum_k(n_k-n_{k+n})=1$. So the $b_n$ are bosons, and $b_n^\dagger$ raises the energy by $n\varepsilon$. At excitation energy $M\varepsilon$ both the fermion states of fixed $N$ and the boson states are counted by the partitions of $M$, so the bosons span the space and $H_0=\sum_n n\varepsilon\, b_n^\dagger b_n$ up to a constant.

A smooth potential on this ladder, with diagonal element $\lambda$, moves every level by $\lambda$, because a wave with linear dispersion merely acquires a phase. To reproduce the chain's phase shift, set $\lambda=-a\varepsilon$. With a high-energy cutoff $f_n$,
\[
H=\sum_n n\varepsilon\left[b_n^\dagger b_n-x_n(b_n+b_n^\dagger)\right]+\text{const},
\qquad x_n=\frac{a f_n}{\sqrt n}.
\]
These are displaced oscillators. In terms of their quanta, $|\Phi_0\rangle$ is a coherent state with mean number $x_n^2$ in mode $n$. Averaging $e^{-in\varepsilon\tau q}$ over the Poisson distribution of the number of quanta $q$, and choosing $f_n^2=e^{-n/n_c}$, we find
\begin{align}
G(\tau)&=e^{-i\Delta\tau}\exp\Big[-\alpha\sum_n\frac{e^{-n/n_c}}n(1-e^{-in\varepsilon\tau})\Big]\nonumber\\
&=e^{-i\Delta\tau}\left[\frac{1-e^{-1/n_c-i\varepsilon\tau}}{1-e^{-1/n_c}}\right]^{-\alpha}
\simeq e^{-i\Delta\tau}(1+iD\tau)^{-\alpha},
\label{G}
\end{align}
for $\varepsilon\tau\ll1$, $n_c\gg1$, with $D=n_c\varepsilon$ a fixed energy of the order of the bandwidth. Equation (\ref{G}) omits the phase due to the $1/L$ part of the energy change, which is negligible for $\varepsilon\tau\ll1$ and does not affect $|G|$. The probability of no quanta is $|S|^2=(1-e^{-1/n_c})^\alpha\simeq n_c^{-\alpha}$, with $n_c=D/\varepsilon\propto L$. This is law (\ref{law}) again: the same soft electron--hole pairs suppress the overlap with size and $G$ with time.

\paragraph{Line shape.} Let $\omega$ be the excitation energy above threshold and let $e^{-\gamma\tau}$ describe the finite core-hole lifetime. With constant matrix elements,
\[
A(\omega)=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{i(\omega+\Delta)\tau-\gamma\tau}G(\tau)\,d\tau .
\]
Near threshold $G\propto e^{-i\Delta\tau}(i\tau)^{-\alpha}$. We use $\int_0^\infty\tau^{-\alpha}e^{-s\tau}d\tau=\Gamma(1-\alpha)s^{\alpha-1}$ for $\alpha<1$, with $s=\gamma-i\omega=\sqrt{\omega^2+\gamma^2}\,e^{-i\arctan(\omega/\gamma)}$ and $i^{-\alpha}=e^{-i\pi\alpha/2}$:
\begin{equation}
A(\omega)\propto\frac{\Gamma(1-\alpha)}{\pi}\,
\frac{\cos\left[(1-\alpha)\arctan(\omega/\gamma)-\pi\alpha/2\right]}{(\omega^2+\gamma^2)^{(1-\alpha)/2}} .
\label{ds}
\end{equation}
This is the Doniach--\v{S}unji\'c line, and its asymmetry parameter is the exponent of $|S|^2$, summed over channels. For $\alpha\to0$ it is a Lorentzian. For $\gamma\to0$ the cosine tends to $\cos(\pi/2)=0$ below threshold and to $\sin\pi\alpha$ above it. Since $\Gamma(1-\alpha)\sin(\pi\alpha)/\pi=1/\Gamma(\alpha)$, the edge is $\omega^{\alpha-1}/\Gamma(\alpha)$. The result leaves out interaction among the conduction electrons and recoil of the core hole.

\subsection*{(e) Numerical check}

\paragraph{Overlap.} At half filling $\tan\delta=u/t$. For $u=0.8\,t$, $\delta=0.6747$ rad, so $\delta/\pi=0.2148$ and $\alpha=0.0461$. Diagonalized levels inserted in (\ref{prod}), which was tested against explicit determinants, give $|S|^2=0.72453$ for $N=800$ and $0.70176$ for $N=1600$. The local exponent is
\[
\frac{\ln(0.72453/0.70176)}{\ln2}=0.0461 .
\]
For the first doubling, from $N=50$ to 100, it is 0.0454; the deviation from $\alpha$ roughly halves with each further doubling. The decay is slow: halving $|S|^2$ requires a factor $2^{1/0.0461}$ in $N$, about three million.

\paragraph{Energy.} For $L=2000$ the energy change is $-0.521910\,t$ and the threshold integral is $-0.521982\,t$. With $v=2t$, equation (\ref{energy}) gives
$\alpha\approx2(0.000072)(2001)/(2\pi)=0.046$; the unrounded energies give 0.0461.

\paragraph{Time.} For $L=1200$, $|G|$ falls from 0.7994 at $\tau=30/t$ to 0.7507 at $120/t$, an exponent $\ln(0.7994/0.7507)/\ln4=0.0453$. A fit over the window gives 0.0454. Part of the deficit is a finite-size effect: by (\ref{G}), $|G|\propto[\sin(\varepsilon\tau/2)]^{-\alpha}$ for $n_c\to\infty$, which lowers the two-point exponent to 0.0456.

\paragraph{Line.} Two spin channels give $\alpha=0.0923$. For $\gamma=0.05\,t$, intensities relative to $\omega=0$ are:
\begin{center}
\begin{tabular}{rccc}
$\omega/t$ & chain & eq.~(\ref{ds}) & Lorentzian\\
$-0.10$ & 0.199 & 0.199 & 0.200\\
$+0.10$ & 0.314 & 0.318 & 0.200\\
$+0.15$ & 0.192 & 0.195 & 0.100
\end{tabular}
\end{center}
At $|\omega|=0.10\,t$ the side above threshold is $0.314/0.199=1.6$ times as intense as the side below. At $+0.15\,t$ the law exceeds the chain by about 2\% of the chain value.

\paragraph{Bound level.} At quarter filling, $k_F=\pi/4$, and $u=3t$, the bound level lies at $-(3+\frac13)t=-3.333\,t$. The denominator $t-u\cos k_F$ is negative, so $\delta$ is in the second quadrant and $\delta/\pi=0.6548$. From $N=400$ to 800 the exponent is 0.427 with the bound level filled, against $0.6548^2=0.429$, and 0.1186 with it empty, against $(1-0.6548)^2=0.1192$.

\paragraph{Two channels.} Lower both central sites of an even chain by $0.8\,t$. Even and odd states live on half-chains whose end energy is $-t$ and $+t$ before the hole, and $-1.8\,t$ and $+0.2\,t$ after it. The shift relative to the initial levels is what counts in (b), so at half filling
\begin{align*}
\delta_{\rm even}/\pi&=(\arctan1.8-\arctan1)/\pi=0.0886,\\
\delta_{\rm odd}/\pi&=(-\arctan0.2+\arctan1)/\pi=0.1872 .
\end{align*}
The sum of squares is 0.0429. The determinant of the whole chain gives 0.0423 between $L=600$ and 1200. Squaring the summed shifts would instead give $0.2758^2=0.076$, which the computed value excludes.

The complete set of values is in the numerical output below.

\section*{Computed results}
\begin{verbatim}
HALF FILLING, end-site core hole, energies in t
core-hole depth u = 0.8 t
phase shift delta = 0.67474 rad
delta/pi = 0.21478 (no unit)
predicted exponent (delta/pi)^2 = 0.04613 (no unit)
N =   50 electrons: |S|^2 = 0.822555
N =  100 electrons: |S|^2 = 0.797060, exponent from last doubling = 0.04542
N =  200 electrons: |S|^2 = 0.772191, exponent from last doubling = 0.04573
N =  400 electrons: |S|^2 = 0.748007, exponent from last doubling = 0.04591
N =  800 electrons: |S|^2 = 0.724530, exponent from last doubling = 0.04601
N = 1600 electrons: |S|^2 = 0.701762, exponent from last doubling = 0.04606
threshold from phase-shift integral = -0.521982 t
energy change of chain with L = 2000: -0.521910 t
exponent from 1/L energy term = 0.04612 (no unit)
|G| at time 30 hbar/t = 0.79937
|G| at time 120 hbar/t = 0.75072
exponent from decay in time, L = 1200: 0.04540 (no unit)
PHOTOEMISSION LINE, two spin channels, L = 300
asymmetry alpha = 0.09226 (no unit), gamma = 0.05 t
intensity relative to omega = 0: chain, asymmetric law, Lorentzian
omega = -0.15 t: 0.1023, 0.1023, 0.1000
omega = -0.10 t: 0.1989, 0.1989, 0.2000
omega = -0.05 t: 0.4821, 0.4826, 0.5000
omega = +0.05 t: 0.6190, 0.6220, 0.5000
omega = +0.10 t: 0.3143, 0.3176, 0.2000
omega = +0.15 t: 0.1921, 0.1953, 0.1000
QUARTER FILLING, core hole with a bound level
u = 3.0 t, bound level at -3.33333 t, band bottom -2 t
delta/pi = 0.65478 (no unit)
exponents from N = 400 to 800 electrons, then predicted:
bound level filled: 0.42659, 0.42874
bound level empty:  0.11858, 0.11918
TWO CHANNELS, half filling, wells on two central sites
well depth = 0.8 t
even, odd delta/pi = 0.08859, 0.18717
sum of squares = 0.04288 (no unit)
exponent from L = 600 to 1200 sites = 0.04232 (no unit)
\end{verbatim}
